# Carrier isolation with two phase modulators and a delay line

Light can travel either way along a waveguide that holds, in this order, port 1, phase modulator 1, a delay line, phase modulator 2 and port 2. Light going from port 1 to port 2 is called forward.

The optical carrier is \(e^{i\omega_0 t}\), and a modulator multiplies the field by \(e^{i\psi(t)}\), with

\[
\psi_1(t)=m\cos\Omega t,\qquad \psi_2(t)=m\cos(\Omega t+\varphi).
\]

The peak phase \(m>0\) is in radians and \(f=\Omega/2\pi\) is the drive frequency. The light needs a time \(\tau\) between the modulator centres, and \(\theta=\Omega\tau\). Until part (e) the modulators are much shorter than the distance light travels in a drive period. Reflections are neglected throughout, and loss and dispersion until part (g). Write \(x=\Omega t\), where \(t\) is the time at which the light crosses the last modulator it meets. Constant optical phases may be dropped.

## (a) The phase gathered in each direction

**Question.** Find the total modulation phase for forward and for backward light, each as a single cosine.

**Answer.** Light leaving modulator 2 at time \(t\) in the forward direction crossed modulator 1 at \(t-\tau\). Its phase is

\[
\Phi_{\rm f}=m\cos(x-\theta)+m\cos(x+\varphi).
\]

Backward light leaving modulator 1 at time \(t\) crossed modulator 2 at \(t-\tau\), so

\[
\Phi_{\rm b}=m\cos(x+\varphi-\theta)+m\cos x .
\]

Now use \(\cos A+\cos B=2\cos\frac{A-B}{2}\cos\frac{A+B}{2}\). In both cases \((A+B)/2=x+(\varphi-\theta)/2\). The half-difference is \((\varphi+\theta)/2\) forward and \((\varphi-\theta)/2\) backward. Hence

\[
\Phi_{\rm f}=2m\cos\frac{\varphi+\theta}{2}\,\cos\!\Big(x+\frac{\varphi-\theta}{2}\Big),
\]
\[
\Phi_{\rm b}=2m\cos\frac{\varphi-\theta}{2}\,\cos\!\Big(x+\frac{\varphi-\theta}{2}\Big).
\]

Reversing the light changes the sign of the delay relative to the drive phase. The two directions differ because the drives have a definite order in time. The squares of the two cosine factors differ by \(\sin\varphi\sin\theta\) in magnitude, so the two amplitudes are equally large only when \(\varphi\) or \(\theta\) is a multiple of \(\pi\).

## (b) Choosing the drive phase and the delay

**Question.** Which \(\varphi\) removes the forward modulation at every instant? With that choice kept, which delays give the strongest backward modulation for a given \(m\)? What happens if the two peak phases are unequal?

**Answer.** The forward amplitude must vanish, so \((\varphi+\theta)/2\) is an odd multiple of \(\pi/2\), or

\[
\varphi=\pi-\theta+2\pi k ,\qquad k\ \text{an integer}.
\]

Put this into the backward amplitude:

\[
2m\cos\Big(\frac{\pi}{2}-\theta+\pi k\Big)=2m(-1)^k\sin\theta .
\]

Its magnitude, \(2m|\sin\theta|\), is largest when \(\theta\) is an odd multiple of \(\pi/2\). The shortest such delay is a quarter period, \(\tau=1/(4f)\), and the drives are then in quadrature, \(\varphi=\pi/2\). Directly,

\[
\Phi_{\rm f}=m\sin x-m\sin x=0,\qquad
\Phi_{\rm b}=m\cos x+m\cos x=2m\cos x .
\]

The forward cancellation holds for any \(m\), since the phases themselves cancel. At a half-period delay, \(\theta=\pi\), the same drive rule makes the modulation vanish in both directions and nothing is isolated.

For unequal peak phases in quadrature, the same substitution gives

\[
\Phi_{\rm f}=(m_1-m_2)\sin x,\qquad \Phi_{\rm b}=(m_1+m_2)\cos x .
\]

An imbalance leaves a forward residue, while the backward modulation depends on the sum.

## (c) The backward carrier

**Question.** For equal modulators in quadrature, find the fraction of backward power that stays at \(\omega_0\), and the smallest \(m\) at which it vanishes. Where has the power gone?

**Answer.** The Bessel functions have the generating function

\[
e^{\frac z2(s-1/s)}=\sum_{n=-\infty}^{\infty}J_n(z)s^n .
\]

Set \(s=ie^{ix}\). Then \(1/s=-ie^{-ix}\) and \(s-1/s=2i\cos x\), so that

\[
e^{iz\cos x}=\sum_n i^nJ_n(z)e^{inx}.
\]

With \(z=2m\), the term of order \(n\) is light at \(\omega_0+n\Omega\). It carries the fraction \(J_n(2m)^2\) of the power, and the carrier keeps

\[
T_{\rm b}=J_0(2m)^2 .
\]

To find the first zero, write \(q=m^2\). The power series is

\[
J_0(2m)=\sum_{k=0}^{\infty}\frac{(-1)^kq^k}{(k!)^2}
=1-q+\frac{q^2}{4}-\frac{q^3}{36}+\frac{q^4}{576}-\dots
\]

Its derivative with respect to \(q\) is

\[
-1+\frac q2-\frac{q^2}{12}+\frac{q^3}{144}-\dots
\]

Successive terms have magnitudes in the ratio \(q/[k(k+1)]\), with \(k=1,2,\dots\), which is below 1 for \(0<q<2\). Grouped in pairs from the left, every pair is therefore negative. So \(J_0(2m)\) falls steadily from 1 over this range and can cross zero there once at most. It does so at

\[
m_0=1.2024\ \text{rad},\qquad 2m_0=2.4048\ \text{rad}.
\]

As a check, \(q=1.4458\) gives \(1-1.4458+0.5226-0.0840+0.0076-0.0004=0.0000\) to four decimals.

For weak drive the series gives \(T_{\rm b}\approx(1-m^2)^2\approx1-2m^2\). The carrier is depleted at second order in \(m\), and its disappearance needs a peak phase of order one.

No light has been absorbed. A phase factor leaves \(|E|^2\) unchanged, so \(\sum_nJ_n(2m)^2=1\). At the null, each first-order sideband holds 0.2695 of the power, each second-order one 0.1864 and each third-order one 0.0396. These six sidebands hold \(2(0.2695+0.1864+0.0396)=0.991\); the rest is in higher orders. A broadband detector at port 1 would see the full backward power. For isolation the sidebands must be filtered out.

## (d) Where the filter goes

**Question.** A narrow filter passes light at \(\omega_0\). Should it stand next to port 1, next to port 2 or between the modulators? For a single-pole filter of full linewidth \(\Delta f\), find the mean backward leakage at the null. What if the backward input is at \(\omega_0+\Omega\)?

**Answer.** It belongs next to port 1. There, forward light meets it as an unmodulated carrier, and backward light meets it after both modulators, as sidebands. Next to port 2, it would meet backward light before any modulation and let it through. Between the modulators, forward light carries the modulation of modulator 1 alone. Its carrier share there is \(J_0(m_0)^2=0.449\), so a narrow filter would remove more than half of the wanted power. Backward light would meet the filter after one equal modulator too, and the second modulator conserves power, so both directions would pass the same total power and nothing would be isolated.

Let \(s(t)\) be the field envelope entering the filter and \(a(t)\) the one leaving it, with unit transmission at resonance. A single-pole filter obeys

\[
\frac{da}{dt}=\pi\Delta f\,(s-a).
\]

For a component \(e^{in\Omega t}\), this reads \(2\pi i n f\,a_n=\pi\Delta f(s_n-a_n)\), so

\[
\frac{a_n}{s_n}=\frac{1}{1+2inf/\Delta f},\qquad
\left|\frac{a_n}{s_n}\right|^2=\frac{1}{1+(2nf/\Delta f)^2}.
\]

At an offset \(\Delta f/2\) the power transmission is one half, so \(\Delta f\) is indeed the full width at half maximum. Averaging over a drive period removes the products of different orders, and

\[
L=\sum_n\frac{J_n(2m_0)^2}{1+(2nf/\Delta f)^2}.
\]

For \(f=2.0\) GHz and \(\Delta f=0.20\) GHz, \(2f/\Delta f=20\). The first-order pair leaks \(2(0.2695)/401=1.34\times10^{-3}\), and the whole sum is \(1.60\times10^{-3}\). Integrating the filter's equation of motion numerically gives the same value. The isolation, forward over backward power, is then 28.0 dB. The filter also limits the forward signal, whose spectrum must fit within its linewidth.

A backward input at \(\omega_0+\Omega\) has the envelope \(e^{ix}\). The order \(n=-1\) shifts it down to \(\omega_0\), with power fraction \(J_1(2m_0)^2=0.270\), and the filter passes that part. The null therefore blocks a backward carrier at \(\omega_0\), but it does not block backward light of every frequency.

## (e) Electrodes of finite length

**Question.** Each electrode has length \(\ell\). The drive wave runs along it from the port 1 end with index \(n_{\rm rf}\), and light has group index \(n_g\). The phases in \(\psi_1,\psi_2\) now refer to the electrode centres. Find how each direction is affected, using \(a=\Omega\ell n_g/c\) and \(r=n_{\rm rf}/n_g\).

**Answer.** Let \(u\) be the position measured from an electrode's centre, positive towards port 2. The local drive phase is \(\Omega t+\varphi_j-\Omega n_{\rm rf}u/c\), with \(\varphi_1=0\) and \(\varphi_2=\varphi\). Light that crosses the centre at \(t_c\) is at \(u\) at the time \(t_c\pm n_gu/c\), with plus for forward. It therefore sees the drive argument \(\beta+gu\), where

\[
\beta=\Omega t_c+\varphi_j,\qquad
g_{\rm f}=\frac{a}{\ell}(1-r),\qquad g_{\rm b}=-\frac{a}{\ell}(1+r).
\]

The gathered phase is the average along the electrode. Expanding the cosine, the part odd in \(u\) integrates to zero:

\[
\frac m\ell\int_{-\ell/2}^{\ell/2}\cos(\beta+gu)\,du
=m\,\frac{\sin(g\ell/2)}{g\ell/2}\cos\beta .
\]

The peak phase is thus multiplied by

\[
F_{\rm f}=\frac{\sin[a(1-r)/2]}{a(1-r)/2},\qquad
F_{\rm b}=\frac{\sin[a(1+r)/2]}{a(1+r)/2}.
\]

Both electrodes share the same factor in a given direction. Forward cancellation survives, provided the quarter-period delay is measured from centre to centre. The backward null moves to \(m=m_0/|F_{\rm b}|\). It is out of reach when \(a(1+r)=2\pi\), since backward light then averages the drive to zero.

The case \(r=0\) describes an electrode driven in phase along its whole length. For matched indices, \(r=1\), forward light sees the full drive in each modulator, \(F_{\rm f}=1\), while \(F_{\rm b}=\sin a/a\).

## (f) A thin-film lithium niobate design

**Question.** Design the device for 1550 nm and \(f=2.0\) GHz, with \(n_g=2.2\), electrodes 8.0 mm long and a voltage–length product of 5.0 V cm for a phase of \(\pi\) in one modulator. Find the delay length and the drive amplitude, first for short modulators and then for end-fed electrodes with \(r=1\).

**Answer.** The delay is \(\tau=1/(4f)=125\) ps, and the centre-to-centre path is

\[
d=\frac{c\tau}{n_g}=17.0\ \text{mm},
\]

which leaves room for the electrodes. The half-wave voltage is \(V_\pi=5.0\ \text{V cm}/0.80\ \text{cm}=6.25\) V. Since the phase is proportional to voltage, the short-modulator amplitude is

\[
V=\frac{m_0}{\pi}V_\pi=\frac{1.2024}{\pi}(6.25\ \text{V})=2.39\ \text{V}.
\]

A path of length \(d\) corresponds to the angle \(\pi/2\), so the electrode's transit angle is \(a=(\pi/2)(8.0/17.03)=0.738\) rad. For \(r=1\), \(F_{\rm b}=\sin a/a=0.912\). The null then needs

\[
m=\frac{1.2024}{0.9117}=1.319\ \text{rad},\qquad
V=\frac{2.392}{0.9117}=2.62\ \text{V}.
\]

If the drive were left at 2.39 V, the backward carrier would be at −18.8 dB relative to the input, more than the filtered sidebands carry. An electrode driven in phase along its length has the factor 0.98 and needs a smaller correction.

## (g) What limits the isolation

**Question.** Estimate the effects of a 2.0% delay error, a second harmonic in the drive at −30 dBc, a change of wavelength to 1530 nm and a temperature drift of the filter. Take short modulators with \(m=m_0\) and change one thing at a time. Then compare the model with a real device.

**Answer.** *Delay error.* With \(\varphi=\pi/2\) kept and \(\theta=\pi/2+\delta\), where \(\delta=0.02(\pi/2)=0.0314\), part (a) gives the amplitudes \(2m_0\sin(\delta/2)=0.0378\) forward, in magnitude, and \(2m_0\cos(\delta/2)\) backward. For small \(z\), \(J_0(z)^2\approx(1-z^2/4)^2\approx1-z^2/2\), so the forward carrier loses \(7.1\times10^{-4}\) of its power. The backward amplitude changes at second order in \(\delta\), and its carrier stays at −76 dB.

*Drive harmonic.* Let drive 1 be \(\cos x+h\cos2x\), with \(h=10^{-30/20}=0.0316\), and let drive 2 be the same waveform advanced by a quarter period. The second harmonics then add in both directions:

\[
\text{forward: } h[\cos(2x-\pi)+\cos(2x+\pi)]=-2h\cos2x,
\qquad \text{backward: } 2h\cos2x .
\]

With \(B=2m_0h=0.0760\), the forward carrier is \(J_0(B)^2\), a loss of \(2.9\times10^{-3}\). Backward, expand to first order in \(B\). Since \(J_0(2m_0)=0\), the carrier amplitude is

\[
iB\big\langle e^{2im_0\cos x}\cos2x\big\rangle
=\frac{iB}{2}\big(i^2J_2+i^{-2}J_{-2}\big)=-iBJ_2(2m_0).
\]

Its power is \(B^2J_2^2=(0.0760)^2(0.1864)=1.08\times10^{-3}\). The full calculation gives −29.7 dB. This is the worst case, with the harmonic peaking together with the fundamental. For a harmonic \(h\cos(2x+\chi)\) the leaked power is multiplied by \(\cos^2\chi\) at this order. This leakage lies at the carrier, where the filter does not help.

*Wavelength.* At fixed voltage, and with the material's response held constant, the peak phase scales as \(1/\lambda\). At 1530 nm it is too large by the factor 1550/1530, and the backward carrier rises to −35.8 dB.

*Temperature.* A resonance of a ring of fixed length keeps \(n\nu\) constant. Since \(d(n\nu)/d\nu=n_g\), it moves by \(|d\nu/dT|=\nu(dn/dT)/n_g\). A rough \(dn/dT=3\times10^{-5}\ \text{K}^{-1}\) gives 2.6 GHz/K. A drift of half a linewidth, which halves the forward transmission, takes \(0.10/2.64=0.038\) K. After about \(2.0/2.64=0.76\) K, the filter sits on a first sideband: it passes about 0.27 of the backward power and \(1/401\) of the forward power. The ring must be locked to the laser.

*All but the last two together.* With corrected end-fed electrodes (\(r=1\)), the delay error, the harmonic and the filter on resonance, the forward carrier share is 0.996, the filtered backward power is \(2.19\times10^{-3}\) and the isolation is 26.6 dB. The backward power is less than the sum of the separate leakages, \(1.60\times10^{-3}+1.08\times10^{-3}\). The reason is that part (e) applies to the harmonic with \(a\) replaced by \(2a\). Its backward factor is \(\sin(2a)/(2a)=0.675\), and with the raised drive its leaked power changes by \((0.675\times1.319/1.202)^2=0.55\), to \(0.59\times10^{-3}\).

*The real case.* The index, voltage–length product, electrode gap of 5 µm and loss of 0.3 dB/cm used here are rough typical values for thin-film lithium niobate. The filter is demanding: 0.20 GHz at 1550 nm means a loaded quality factor \(Q_L\) near one million. A ring made of waveguide with the same 0.3 dB/cm loss has an intrinsic quality factor \(Q_i\) of only about 1.3 million. With two equal couplers it would pass the fraction \((1-Q_L/Q_i)^2\approx0.06\) at resonance, an insertion loss of about 12 dB. This loss is common to both directions and leaves the isolation unchanged, but a useful device needs a ring with much lower loss. The single-pole form also assumes that the ring's neighbouring resonances lie far beyond the strong sidebands. At the same linewidth and loss, the 28.0 dB of part (d) becomes 27.9 dB for a free spectral range of 50 GHz and 25.9 dB for 10 GHz. It falls to about 4 dB for 4 GHz, where the second-order sidebands land on the next resonance. Of the effects estimated here, the finite electrode length changes the required drive most, from 2.39 to 2.62 V for end-fed electrodes. Propagation loss through the modulators and the delay line, without the filter, is \(0.3(1.70+0.80)=0.75\) dB in either direction and drops out of the isolation. A dispersion of 1000 ps²/km, taken as a generous upper estimate, gives the first sideband a phase of about \(10^{-6}\) rad, which is negligible. The short-modulator drive field, estimated as voltage over gap, is 0.0048 MV/cm, or 2.4% of a rough domain-reversal field of 0.20 MV/cm. Photorefractive drift, attenuation of the drive along the electrodes and optical reflections are left out, so 26.6 dB is a result of this model and no forecast for a fabricated chip. The numerical output lists the values used.

## Numbers as computed

```
Null: peak phase per modulator = 1.202413 rad
Null: total backward index = 2.404826 rad
Forward carrier share at null = 1.000000
Backward power in each sideband 1 = 0.26951
Backward power in each sideband 2 = 0.18641
Backward power in each sideband 3 = 0.03960
Forward carrier share between modulators = 0.4488
Backward sideband input returned at carrier = 0.2695
Input: wavelength = 1550 nm
Input: drive frequency = 2.0 GHz
Input: optical group index = 2.2
Input: electrode length = 8.0 mm
Input: voltage-length product = 5.0 V cm
Input: electrode gap = 5.0 um
Input: filter full linewidth = 0.20 GHz
Quarter-period delay = 125.0 ps
Centre-to-centre path = 17.03 mm
Half-wave voltage = 6.25 V
Drive amplitude, point model = 2.392 V
Filtered backward leakage, sideband sum = 1.6004e-03
Filtered backward leakage, motion = 1.6004e-03
Filter-limited isolation = 27.96 dB
Electrode transit angle = 0.7377 rad
Index factor, electrode driven in phase = 0.9775
Backward index factor, end-fed = 0.9117
End-fed carrier leak, drive uncorrected = -18.82 dB
End-fed corrected peak phase = 1.3188 rad
End-fed corrected drive = 2.624 V
Input: delay error = 2.0 %
Delay error: forward carrier lost = 7.132e-04
Delay error: backward carrier = -76.2 dB
Input: drive second harmonic = -30 dBc
Harmonic: forward carrier lost = 2.888e-03
Harmonic: backward carrier = -29.68 dB
Input: band-edge wavelength = 1530 nm
Band edge: backward carrier = -35.80 dB
Input: rough dispersion size = 1000 ps^2/km
First-sideband dispersion phase = 1.34e-06 rad
Input: propagation loss = 0.3 dB/cm
Path loss, either direction = 0.75 dB
Peak drive field, voltage over gap = 0.0048 MV/cm
Input: rough reversal field = 0.20 MV/cm
Drive field over reversal field = 0.0239
Input: rough index change = 3.0e-05 1/K
Ring filter thermal shift = 2.64 GHz/K
Temperature change for half linewidth = 0.0379 K
Combined: forward carrier share = 0.99567
Combined: filtered backward power = 2.1882e-03
Combined: isolation = 26.58 dB
```
